# The Hylleraas second-order functional and the 1/Z series for two-electron ions

## Result

Take two electrons around a fixed point nucleus of charge $Z$, without relativity. The ground-state energy in hartree is

$$E(Z)=-Z^2+\tfrac58 Z+E_2+\frac{E_3}{Z}+\cdots$$

Let $H_0$ be the Hamiltonian without electron repulsion, in lengths scaled by $1/Z$. Its ground state is $\psi_0$, with energy $E_0=-1$. Let $V=1/r_{12}$ and $E_1=\langle\psi_0|V|\psi_0\rangle=5/8$. For every real trial function $\chi$ of finite energy,

$$J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\langle\chi|V-E_1|\psi_0\rangle\;\ge\;E_2. \tag{1}$$

Equality holds when $\chi$ is the first-order wave function $\psi_1$, up to an added multiple of $\psi_0$. Minimising $J$ with functions of $s=r_1+r_2$, $t=r_2-r_1$ and $u=r_{12}$ gives $E_2\le-0.15766642$ hartree. The minimiser gives $E_3=0.008699$ hartree, which is an estimate and not a bound.

## Stage 1: scaling, and one term by hand

Write each position as $1/Z$ times a scaled position. Kinetic energies acquire a factor $Z^2$, nuclear attractions $Z\cdot Z$, and the repulsion only $Z$. Hence $H=Z^2(H_0+\lambda V)$ with $\lambda=1/Z$ and

$$H_0=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2},\qquad \psi_0=\frac{e^{-(r_1+r_2)}}{\pi}.$$

From here on, positions are scaled. The ground state is a spin singlet, so the spatial functions are symmetric under exchange of the electrons.

**The operator $A=H_0-E_0$.** Write $\chi=f\psi_0$. Since $A\psi_0=0$, only terms that differentiate $f$ survive:

$$A(f\psi_0)=-\tfrac12\sum_i\left(\psi_0\nabla_i^2f+2\nabla_i\psi_0\cdot\nabla_if\right)=-\frac1{2\psi_0}\sum_i\nabla_i\cdot(\psi_0^2\nabla_if).$$

Multiply by $f\psi_0$ and integrate by parts. The surface terms vanish at infinity, and also on small spheres around the Coulomb singularities when the gradient of $f$ stays bounded there, as it does for every basis function used below. For a general $\chi$ of finite energy, $\langle\chi|A|\chi\rangle$ is read as a quadratic form, and the result extends to it by approximation with such functions. So

$$\langle f\psi_0|A|f\psi_0\rangle=\tfrac12\int\psi_0^2\left(|\nabla_1f|^2+|\nabla_2f|^2\right)d\tau\ \ge 0. \tag{2}$$

The nuclear attraction has dropped out. The form vanishes only for constant $f$, so $\psi_0$ is the nondegenerate ground state.

**Averages.** Let $\langle g\rangle=\int\psi_0^2\,g\,d\tau$. The orientation of $\mathbf r_1$ gives $4\pi$ and the azimuth of $\mathbf r_2$ about it gives $2\pi$. With $\theta$ the angle between the two vectors, $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$, so $u\,du=r_1r_2\sin\theta\,d\theta$ at fixed radii and

$$d\tau=8\pi^2r_1^2r_2^2\sin\theta\,dr_1dr_2d\theta=8\pi^2r_1r_2u\,dr_1dr_2du.$$

With $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\tfrac12ds\,dt$, this is $\pi^2(s^2-t^2)u\,ds\,dt\,du$ for $-u\le t\le u\le s$. For $g$ even in $t$, keep $t\ge0$ and double:

$$\langle g\rangle=2\int_0^\infty ds\int_0^s du\int_0^u dt\;(s^2-t^2)\,u\,e^{-2s}g. \tag{3}$$

Monomials need one integral. The $t$ integral gives $u^{k+1}/(k+1)$, the $u$ integral then gives $s^{k+b+2}/(k+b+2)$, and the $s$ integral is a factorial:

$$I_\rho(a,k,b)=\int s^at^ku^be^{-\rho s}\,ds\,dt\,du=\frac{(a+k+b+2)!}{\rho^{\,a+k+b+3}(k+1)(k+b+2)}. \tag{4}$$

As a check, $\langle1\rangle=2[I_2(2,0,1)-I_2(0,2,1)]=2[\tfrac58-\tfrac18]=1$. Likewise

$$E_1=\langle1/u\rangle=2\left[\tfrac38-\tfrac1{16}\right]=\tfrac58,\qquad \langle u\rangle=2\left[\tfrac{45}{32}-\tfrac{10}{32}\right]=\tfrac{35}{16}.$$

**One term.** Repulsion should make large $u$ more likely, so try $f=cu$. Both gradients of $u$ are unit vectors, and (2) gives $c^2$. The linear coefficient is

$$b=\left\langle u\left(\tfrac1u-\tfrac58\right)\right\rangle=1-\tfrac58\cdot\tfrac{35}{16}=-\tfrac{47}{128}.$$

Thus $J=c^2-\tfrac{47}{64}c$. Its minimum is at $c=\tfrac{47}{128}=0.367$, with $J=-\tfrac{2209}{16384}\approx-0.1348$ hartree. The positive $c$ moves probability towards larger separations. This single term recovers 86% of the converged $|E_2|$.

## Stage 2: any trial function

The lowest level of $H_0$ is isolated: the next is at $-\tfrac12-\tfrac18=-\tfrac58$. For small $\lambda$ we may therefore expand $\psi=\psi_0+\lambda\psi_1+\lambda^2\psi_2+\cdots$ and $E/Z^2=E_0+\lambda E_1+\lambda^2E_2+\cdots$. Equal powers of $\lambda$ in the Schrödinger equation give

$$A\psi_1=-(V-E_1)\psi_0, \tag{5}$$
$$A\psi_2=-(V-E_1)\psi_1+E_2\psi_0. \tag{6}$$

Equation (5) is solvable because its right side is orthogonal to $\psi_0$. Project (6) on $\psi_0$. The left side vanishes, so $E_2=\langle\psi_0|V-E_1|\psi_1\rangle$. By (5) this equals $-\langle\psi_1|A|\psi_1\rangle$.

Now use (5) in the linear term of $J$ and complete the square:

$$\begin{aligned}J[\chi]&=\langle\chi|A|\chi\rangle-2\langle\chi|A|\psi_1\rangle\\&=\langle\chi-\psi_1|A|\chi-\psi_1\rangle-\langle\psi_1|A|\psi_1\rangle\\&=E_2+\langle\chi-\psi_1|A|\chi-\psi_1\rangle.\end{aligned} \tag{7}$$

By (2) the last form is nonnegative, which proves (1). It vanishes only if $\chi-\psi_1$ is a constant times $\psi_0$.

**Limits.** For $\chi=0$, $J=0$, so $E_2\le0$. Adding $a\psi_0$ to $\chi$ leaves $J$ unchanged, because $A\psi_0=0$ and $\langle\psi_0|V-E_1|\psi_0\rangle=0$.

The proof fails for an excited reference state if the trial function may contain a lower state $\eta$. Then $\langle\eta|H_0-E_0|\eta\rangle<0$, and $J[a\eta]\to-\infty$ as $a$ grows. Such lower states must be treated separately.

## Stage 3: the gradient form in $s,t,u$

Let $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$, and let subscripts on $f$ denote derivatives. The chain rule gives

$$\nabla_1f=\hat{\mathbf r}_1(f_s-f_t)+\hat{\mathbf u}f_u,\qquad \nabla_2f=\hat{\mathbf r}_2(f_s+f_t)-\hat{\mathbf u}f_u.$$

Half the sum of squares is

$$f_s^2+f_t^2+f_u^2+f_u\left[f_s(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}-f_t(\hat{\mathbf r}_1+\hat{\mathbf r}_2)\cdot\hat{\mathbf u}\right].$$

From $\hat{\mathbf r}_1\cdot\hat{\mathbf u}=(r_1-r_2\cos\theta)/u$ and $\hat{\mathbf r}_2\cdot\hat{\mathbf u}=(r_1\cos\theta-r_2)/u$,

$$(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}=\frac{s(1-\cos\theta)}u,\qquad(\hat{\mathbf r}_1+\hat{\mathbf r}_2)\cdot\hat{\mathbf u}=-\frac{t(1+\cos\theta)}u.$$

The two ways of writing the cosine rule, $u^2=t^2+2r_1r_2(1-\cos\theta)$ and $u^2=s^2-2r_1r_2(1+\cos\theta)$, remove the angle:

$$1-\cos\theta=\frac{2(u^2-t^2)}{s^2-t^2},\qquad1+\cos\theta=\frac{2(s^2-u^2)}{s^2-t^2}.$$

Therefore

$$\tfrac12\sum_i|\nabla_if|^2=f_s^2+f_t^2+f_u^2+\frac{2f_u\left[s(u^2-t^2)f_s+t(s^2-u^2)f_t\right]}{u(s^2-t^2)}. \tag{8}$$

**Check on a known function.** Take $f=\mathbf r_1\cdot\mathbf r_2=\tfrac14(s^2+t^2)-\tfrac12u^2$. Directly, half the sum is $\tfrac12(r_2^2+r_1^2)=\tfrac14(s^2+t^2)$. In (8), $f_s=s/2$, $f_t=t/2$ and $f_u=-u$. The square bracket becomes $\tfrac12u^2(s^2-t^2)$, so the cross term is $-u^2$. It cancels $f_u^2$, and the two results agree.

## Stage 4: many terms

Take $f=\sum_ic_i\varphi_i$ with

$$\varphi_i=e^{-\beta s}s^lt^ku^n,\qquad k\ \text{even},\quad l+k+n\le N.$$

Even $k$ enforces exchange symmetry. For $\beta=0$ the constant function is left out, since it does not affect $J$. Define

$$b_i=\left\langle\varphi_i\left(\tfrac1u-\tfrac58\right)\right\rangle,\qquad K_{ij}=\tfrac12\sum_{m=1,2}\langle\nabla_m\varphi_i\cdot\nabla_m\varphi_j\rangle.$$

To obtain $K_{ij}$, replace each square $f_x^2$ in (8) by $\varphi_{i,x}\varphi_{j,x}$, and each $2f_uf_x$ by $\varphi_{i,u}\varphi_{j,x}+\varphi_{i,x}\varphi_{j,u}$. The derivatives are

$$\varphi_s=(ls^{l-1}-\beta s^l)e^{-\beta s}t^ku^n,\quad \varphi_t=ke^{-\beta s}s^lt^{k-1}u^n,\quad \varphi_u=ne^{-\beta s}s^lt^ku^{n-1}.$$

The weight $(s^2-t^2)u$ in (3) cancels the denominator in (8). Every element is then a finite sum of integrals (4), with $\rho=2+2\beta$ in $K$ and $\rho=2+\beta$ in $b$.

Now $J=c^TKc+2b^Tc$. Setting its derivative to zero gives

$$Kc=-b,\qquad J_{\min}=-b^Tc+2b^Tc=b^Tc. \tag{9}$$

$K$ is positive definite, because no nonzero combination of the $\varphi_i$ is constant. A larger $N$ contains the smaller basis, so the bound cannot rise. With $\beta=0$ and the single function $u$, (9) returns the hand calculation.

Since every $J$ is an upper bound, the lowest one may also select $\beta$. At $N=8$, five values from 0 to 1 were compared. The lowest bound, $-0.15766637$ hartree, came from $\beta=\tfrac12$; $\beta=0$ gave $-0.15766504$. Upper bounds are quoted with their digits cut towards zero, so that the printed numbers remain bounds. With $\beta=\tfrac12$:

| $N$ | terms | bound on $E_2$ / hartree | $E_3$ estimate / hartree |
|---:|---:|---:|---:|
| 2 | 7 | −0.154016 | 0.017713 |
| 4 | 22 | −0.157606 | 0.009041 |
| 6 | 50 | −0.15766564 | 0.0087034 |
| 8 | 95 | −0.15766637 | 0.0086989 |
| 11 | 203 | −0.15766642 | 0.0086990 |

The last bound is $-4.2903$ eV. An expansion in Legendre polynomials of $\cos\theta$, which uses no function of $r_{12}$, gives $-0.1576664$ hartree after extrapolation. The numerical test requires the two values to agree within $10^{-5}$ hartree.

## Stage 5: the third order from the same function

The order-$\lambda^3$ equation is $A\psi_3=-(V-E_1)\psi_2+E_2\psi_1+E_3\psi_0$. Projecting on $\psi_0$ gives

$$E_3=\langle\psi_0|V-E_1|\psi_2\rangle-E_2\langle\psi_0|\psi_1\rangle.$$

By (5) the first term is $-\langle\psi_1|A|\psi_2\rangle$. By (6) this equals $\langle\psi_1|V-E_1|\psi_1\rangle-E_2\langle\psi_1|\psi_0\rangle$. Hence

$$E_3=\langle\psi_1|V-E_1|\psi_1\rangle-2E_2\langle\psi_0|\psi_1\rangle. \tag{10}$$

So $\psi_1$ suffices for $E_3$. Adding $a\psi_0$ to $\psi_1$ changes the first term by $2aE_2$ and the second by $-2aE_2$. We may therefore subtract from each $\varphi_i$ its mean $m_i=\langle\varphi_i\rangle$, which makes the overlap in (10) vanish. Then $E_3\approx c^TWc$ with

$$W_{ij}=\left\langle\varphi_i\varphi_j\left(\tfrac1u-\tfrac58\right)\right\rangle-m_ib_j-b_im_j.$$

The term in $m_im_j$ is absent because $\langle1/u-5/8\rangle=0$.

**One term again.** We have $\langle u^2\rangle=\langle r_1^2\rangle+\langle r_2^2\rangle=6$, because $\langle\mathbf r_1\cdot\mathbf r_2\rangle=0$. For $f=cu$,

$$W=\tfrac{35}{16}-\tfrac58\cdot6+2\cdot\tfrac{35}{16}\cdot\tfrac{47}{128}=\tfrac{45}{1024},\qquad c^2W=0.005925\ \text{hartree}.$$

The order of magnitude is right, but the value is about a third too small.

**Why the estimate improves quickly.** Let $\delta=\chi-\psi_1$ for the centred minimiser $\chi$, with $\psi_1$ centred too. By (10) the error of the estimate is

$$2\langle\delta|V-E_1|\psi_1\rangle+\langle\delta|V-E_1|\delta\rangle.$$

Equation (6) and $\langle\delta|\psi_0\rangle=0$ turn the linear part into $-2\langle\delta|A|\psi_2\rangle$. The minimum condition says $\langle\varphi|A|\chi\rangle=-\langle\varphi|V-E_1|\psi_0\rangle=\langle\varphi|A|\psi_1\rangle$ for every $\varphi$ in the trial space (basis function times $\psi_0$). Thus $\langle\varphi|A|\delta\rangle=0$, and

$$2\langle\delta|V-E_1|\psi_1\rangle=-2\langle\delta|A|\psi_2-\varphi\rangle. \tag{11}$$

With $\|g\|_A^2=\langle g|A|g\rangle$, the Cauchy–Schwarz inequality limits its size to $2\|\delta\|_A\|\psi_2-\varphi\|_A$, a product of two approximation errors. The second is small only if the trial space also represents $\psi_2$ well. Neither part of the error has a fixed sign.

For $N=3$, with the $N=11$ solutions as reference, the norms are $0.0229$ and $0.0555$. The limit is $2(0.0229)(0.0555)=0.00254$ hartree. The linear part is $0.00226$ and the whole error $0.00205$ hartree, so the quadratic part is negative here. The two norms are about 6% of $\|\psi_1\|_A=0.397$ and 28% of $\|\psi_2\|_A=0.199$, and the error of $E_3$ is about four times the error of $E_2$ at this $N$, $0.00053$ hartree.

The estimate falls to $0.00869892$ at $N=8$, then rises to $0.00869901$ at $N=11$. Larger bases ($N=15$ and $18$) give $0.00869903$, so the tabulated estimates lie above this value up to $N=6$ and below it at $N=8$ and $11$: they are bounds on neither side. The last step, from $N=10$ to 11, changes it by $2\times10^{-8}$ hartree. This supports $E_3=0.008699$ hartree, or $0.2367$ eV, though a small last step is not an error bound.

## Stage 6: back to total energies

Through $E_1$ the series is the expectation value of $H$ in $\psi_0$ and so an upper bound. Truncated at higher order it carries no such guarantee: through $E_2$ it gives $-2.90767$ hartree at $Z=2$, about $3.9\times10^{-3}$ below the converged energy. But $\psi_0+\lambda\chi$ supplies a bound. For centred $\chi=f\psi_0$ its squared norm is $1+\lambda^2\langle f^2\rangle$. The expectation value of $H_0+\lambda V-E_0-\lambda E_1$, before division by the squared norm, is

$$\lambda^2\left(\langle\chi|A|\chi\rangle+2\langle\chi|V-E_1|\psi_0\rangle\right)+\lambda^3\langle\chi|V-E_1|\chi\rangle=\lambda^2J+\lambda^3\widetilde E_3,$$

where $\widetilde E_3$ is the trial estimate. Multiplying by $Z^2$ gives

$$E(Z)\le-Z^2+\tfrac58Z+\frac{J+\widetilde E_3/Z}{1+\langle f^2\rangle/Z^2}. \tag{12}$$

For $N=11$, $\langle f^2\rangle=0.24444$. At $Z=2$ the series gives

$$-4+1.25-0.1576664+0.0043495=-2.9033169\ \text{hartree}.$$

The last two terms sum to $-0.153317$. Division by $1+0.24444/4=1.06111$ gives $-0.144487$, so the bound is $-2.894487$ hartree. A direct variational calculation with $\psi_0$ and the $N=8$ functions provides a comparison:

| $Z$ | series through $E_3$ | bound (12) | direct |
|---:|---:|---:|---:|
| 1 | −0.52397 | −0.49470 | −0.52717 |
| 2 | −2.90332 | −2.89448 | −2.90372 |
| 10 | −93.90680 | −93.90641 | −93.90680 |

All entries are in hartree. The direct value at $Z=1$ is not converged: larger bases with a more diffuse exponent give $-0.52775$, lower by $5.8\times10^{-4}$. At $Z=2$ and $10$ the corresponding shifts are $2\times10^{-6}$ and $5\times10^{-8}$. The last two columns are upper bounds and are cut towards zero; with more digits, the series at $Z=10$ is $-93.9067965$ and the direct energy $-93.9068065$. At $Z=10$ the series and the direct energy differ by $1.0\times10^{-5}$ hartree, against $4.1\times10^{-4}$ at $Z=2$. The omitted terms begin at $1/Z^2$, which alone would give a ratio of 25 between these two differences; the ratio is about 40, so higher terms still matter at $Z=2$.

At $Z=1$ the bound (12) lies above $-0.5$ hartree, the energy of a one-electron atom and a distant electron at rest. It therefore does not establish binding. The direct energy, itself an upper bound, lies below $-0.5$ and does so within this model. Nuclear motion, relativity and radiative effects are absent from all these energies.

## Table of computed values

```
E1 from formula, hartree: 0.625000; quadrature: 0.625000
mean u in psi0^2, scaled bohr: 2.187500
mean u^2 in psi0^2, scaled bohr^2: 6.000000
one term f=c*u: K = 1.000000, b = -0.3671875
one term: c = 0.3671875 (scaled units)
one term: E2 bound = -0.1348267 hartree
one term: E3 estimate = 0.0059250 hartree
degree 8: beta (scaled), E2 bound, E3 estimate (hartree)
0.00 -0.1576650463 0.0086949922
0.25 -0.1576661986 0.0086983816
0.50 -0.1576663743 0.0086989222
0.75 -0.1576660958 0.0087020883
1.00 -0.1576609479 0.0087383424
beta=0.50: degree, terms, E2 bound, E3 estimate (hartree)
 1    3 -0.1355546711 0.0293051779
 2    7 -0.1540169482 0.0177133974
 3   13 -0.1571407526 0.0107527650
 4   22 -0.1576068845 0.0090409230
 5   34 -0.1576592519 0.0087448356
 6   50 -0.1576656408 0.0087033716
 7   70 -0.1576662512 0.0086993067
 8   95 -0.1576663743 0.0086989222
 9  125 -0.1576664029 0.0086989702
10  161 -0.1576664162 0.0086989963
11  203 -0.1576664222 0.0086990130
Cartesian check of K form: 0.0563776, formula 0.0563776 (scaled)
volume check of W form: -0.0024171, formula -0.0024171 (scaled)
partial wave l=0: -0.12533383 hartree; 24 product functions: -0.12533082
partial wave l=1: -0.02649516 hartree; 24 product functions: -0.02649257
partial wave l=2: -0.00390613 hartree; 24 product functions: -0.00390433
partial wave l=3: -0.00107773 hartree; 24 product functions: -0.00107644
partial wave l=0, 12 product functions: -0.12531006 hartree
partial waves l=0 to 12: -0.1576399 hartree
extrapolated tail: -0.0000265 hartree
E2 from partial waves: -0.1576664 hartree
f=c(1-exp(-a u)), a=0.1: E2 bound -0.134933 hartree
f=c(1-exp(-a u)), a=0.3: E2 bound -0.128455 hartree
f=c(1-exp(-a u)), a=1.0: E2 bound -0.085590 hartree
f=c(1-exp(-a u)), a=3.0: E2 bound -0.022620 hartree
degree 4, from eigenvalues: E2 -0.157606885, E3 0.009040923 hartree
degree 3: first-order error norm 2.293e-02 (scaled)
degree 3: second-order remainder norm 5.550e-02 (scaled)
degree 3: linear part of E3 error 2.256e-03 hartree
degree 3: total E3 error 2.054e-03 hartree
<f^2> of centred first-order factor: 0.2444354 (scaled)
Z, series through E3, rigorous bound, direct degree-8 (hartree)
 1 -0.5239674 -0.4947068 -0.5271740
 2 -2.9033169 -2.8944875 -2.9037222
10 -93.9067965 -93.9064142 -93.9068065
final E2 = -0.15766642 hartree = -4.29032 eV
final E3 = 0.00869901 hartree = 0.236712 eV
```
